# Ballistic Resistance and Mean Free Path from Two Channel Lengths

## Problem

Two transistors differ only in channel length. Their low-bias resistances, multiplied by channel width, are

$$
R_1=100\ \Omega\,\mu\mathrm m\ \text{at}\ L_1=20\ \mathrm{nm},\qquad
R_2=180\ \Omega\,\mu\mathrm m\ \text{at}\ L_2=60\ \mathrm{nm}.
$$

The values are intrinsic: the parasitic resistance of the source and drain regions and of the leads has been subtracted. Carrier density, temperature and subband occupation are the same in both channels. Find the ballistic resistance $R_B$, which is the value of $R$ in a channel without scattering, and the mean free path $\lambda$ for backscattering, assumed to be the same in both devices.

## A tempting solution

A 20 nm channel is very short, so it is taken to be ballistic, and $R_B=R_1=100\ \Omega\,\mu\mathrm m$. Scattering in the longer channel raises the resistance by the factor $1+L_2/\lambda$. Hence

$$
180=100\left(1+\frac{60\ \mathrm{nm}}{\lambda}\right)
\quad\Longrightarrow\quad
\lambda=\frac{60\ \mathrm{nm}}{0.8}=75\ \mathrm{nm}.
$$

Put this result back into the short device. The same law predicts

$$
R(20\ \mathrm{nm})=100\left(1+\frac{20}{75}\right)\Omega\,\mu\mathrm m\approx127\ \Omega\,\mu\mathrm m,
$$

whereas the given value is 100. The solution contradicts its own data. Its fault is the first step: a channel is ballistic when $L\ll\lambda$, and no length in nanometres can establish that before $\lambda$ is known. Scattering has to be allowed for in both devices.

The word "intrinsic" can mislead too. It does not mean that $R$ must vanish at $L=0$. A finite number of transverse modes carries a finite current even without scattering, so $R_B$ belongs to the intrinsic resistance and must not be subtracted.

## The resistance law

Let $I_+(x)$ and $I_-(x)$ be the magnitudes of the carrier fluxes towards the drain and towards the source. In a length $dx$, a fraction $dx/\lambda$ of either flux is turned back; this defines $\lambda$. The forward flux loses $I_+dx/\lambda$ and gains $I_-dx/\lambda$. The backward flux runs from $x+dx$ to $x$, so $I_-(x)=I_-(x+dx)-I_-dx/\lambda+I_+dx/\lambda$. Both balances give the same derivative:

$$
\frac{dI_+}{dx}=\frac{dI_-}{dx}=-\frac{I_+-I_-}{\lambda}.
$$

The net flux $J=I_+-I_-$ is therefore constant. Inject unit flux at the source, $I_+(0)=1$, and none at the drain, $I_-(L)=0$. Integration gives $I_+(x)=1-Jx/\lambda$. At the drain $I_+(L)=J$, so

$$
J=1-\frac{JL}{\lambda}
\quad\Longrightarrow\quad
T\equiv J=\frac{\lambda}{\lambda+L}.
$$

Now convert transmission into conductance. For one mode with two spins, the forward states in $dk$ number $2\,dk/2\pi$ per unit length and move with speed $\hbar^{-1}dE/dk$. The product is $dE/(\pi\hbar)$, independent of the band shape. With source and drain occupations $f_S$ and $f_D$, and $M(E)$ modes including valleys, the current magnitude is

$$
I=\frac{e}{\pi\hbar}\int M T\,(f_S-f_D)\,dE .
$$

At low bias $V$, $f_S-f_D\simeq eV(-\partial f/\partial E)$, and therefore

$$
G=\frac{I}{V}=\frac{e^2}{\pi\hbar}\int M T\left(-\frac{\partial f}{\partial E}\right)dE .
$$

If $\lambda$ does not depend on energy, $T$ leaves the integral. Writing $\langle M\rangle=\int M(-\partial f/\partial E)dE$ and $R=W/G$ for width $W$,

$$
R=\frac{R_B}{T}=R_B\left(1+\frac L\lambda\right),\qquad
R_B=\frac{\pi\hbar}{e^2\langle M/W\rangle}.
$$

For $L\ll\lambda$ this tends to $R_B$. For $L\gg\lambda$ it tends to $R_BL/\lambda$, the ohmic law. At $L=\lambda$ the resistance is $2R_B$.

## The correct inference

Subtracting the law at the two lengths removes the constant term and leaves the slope

$$
s=\frac{R_B}{\lambda}=\frac{R_2-R_1}{L_2-L_1}
=\frac{80}{40}=2\ \Omega\,\mu\mathrm m/\mathrm{nm}.
$$

The intercept is

$$
R_B=R_1-sL_1=\frac{L_2R_1-L_1R_2}{L_2-L_1}
=100-2\times20=60\ \Omega\,\mu\mathrm m,
$$

and the ratio of intercept to slope is

$$
\lambda=\frac{R_B}{s}=\frac{60}{2}=30\ \mathrm{nm}.
$$

In Gaussian units, where resistance times width is a time, $R_B=6.68\times10^{-15}$ s and $\lambda=3.00\times10^{-6}$ cm.

Substitution returns both data: $60(1+20/30)=100$ and $60(1+60/30)=180$. The transmissions are $30/50=0.60$ and $30/90=0.33$. Thus 40% of the flux injected into the 20 nm channel returns to the source, which is what the tempting solution ignored.

This substitution checks the arithmetic but not the straight line, because two points always fix two parameters. A third channel length is needed to test the law.

## What the intercept and the slope measure

For a real scale, take rough parameters of an electron inversion layer on (001) silicon at 300 K: $g_v=2$ valleys, each with a parabolic band of in-plane mass $m_*=0.2\,m$, where $m$ is the free-electron mass. Energies are counted from the subband edge.

Across a wide channel with hard walls, the transverse wave numbers are $j\pi/W$ with $j=1,2,\ldots$. Those below $k$ number about $kW/\pi$ per valley, so $M/W=g_vk/\pi$. The intercept requires

$$
\langle M/W\rangle=\frac{\pi\hbar/e^2}{R_B}
=\frac{12906\ \Omega}{60\ \Omega\,\mu\mathrm m}=215\ \mu\mathrm m^{-1}.
$$

Solving the thermal average for the Fermi level gives $\eta=E_F/k_BT=1.02$, or 26 meV above the edge. The density of states, including spin, is $g_vm_*/(\pi\hbar^2)$. Integrating it with the Fermi function gives

$$
n=\frac{g_vm_*k_BT}{\pi\hbar^2}\ln(1+e^\eta)
=5.7\times10^{12}\ \mathrm{cm^{-2}}.
$$

The zero-temperature relation between modes and density would give $3.6\times10^{12}\ \mathrm{cm^{-2}}$, so thermal spreading matters here.

The slope is the sheet resistance: $2\ \Omega\,\mu\mathrm m/\mathrm{nm}=2000\ \Omega$ per square. To connect it with a scattering time $\tau$, consider isotropic scattering in a long two-dimensional channel. If carriers of speed $v$ have density $N$ at the source end and nearly zero at the drain end, diffusion with coefficient $v^2\tau/2$ gives the flux $Nv^2\tau/(2L)$. The injected flux is $Nv/\pi$: half of the carriers move forward, with mean axial speed $2v/\pi$. The ratio is the transmission, which for $L\gg\lambda$ equals $\lambda/L$. Hence

$$
\frac{\lambda}{L}=\frac{\pi v\tau}{2L}
\quad\Longrightarrow\quad
\lambda=\frac{\pi}{2}v\tau .
$$

The backscattering length is thus longer than the flight length $v\tau$ between collisions. Here 30 nm corresponds to a flight length of 19.1 nm.

For constant $\tau$, insert $v=\hbar k/m_*$ and $k^2=2m_*E/\hbar^2$:

$$
\frac MW\lambda=\frac{g_vk}{\pi}\,\frac{\pi}{2}\,\frac{\hbar k}{m_*}\tau
=\frac{g_vE\tau}{\hbar}.
$$

Integration by parts gives $\int E(-\partial f/\partial E)dE=\int f\,dE=k_BT\ln(1+e^\eta)=\pi\hbar^2n/(g_vm_*)$. The long-channel sheet conductance is therefore

$$
\sigma=\frac{e^2}{\pi\hbar}\,\frac{g_v\tau}{\hbar}\,
\frac{\pi\hbar^2n}{g_vm_*}=\frac{ne^2\tau}{m_*},
$$

the Drude result. Identifying 30 nm with the mode-averaged $\lambda$, the mobility is $\sigma/(ne)=545\ \mathrm{cm^2/Vs}$ and $\tau=62$ fs.

## How firmly the data fix the answer

Differentiating the two inferred quantities gives

$$
\delta R_B=\frac{L_2\,\delta R_1-L_1\,\delta R_2}{L_2-L_1},
\qquad
\delta\lambda=\frac{(L_2-L_1)(R_2\,\delta R_1-R_1\,\delta R_2)}{(R_2-R_1)^2}.
$$

Let each resistance have an independent standard error of 2%, that is 2 and $3.6\ \Omega\,\mu\mathrm m$. The two contributions to $\delta R_B$ are $1.5\times2=3$ and $0.5\times3.6=1.8$, which add in quadrature to $3.5\ \Omega\,\mu\mathrm m$. For $\lambda$ both contributions are 2.25 nm, giving 3.2 nm. A 2% measurement error has become about 6% in $R_B$ and 11% in $\lambda$. An error that scales both resistances by the same factor changes $R_B$ by that factor but leaves $\lambda$ unchanged.

Other systematic errors can shift the whole line without changing its slope. A series resistance of $10\ \Omega\,\mu\mathrm m$ left in both data keeps the slope and raises the intercept, giving $70\ \Omega\,\mu\mathrm m$ and 35 nm. If both channels are really 2 nm longer than stated, the intercept falls by $(2\ \mathrm{nm})\,s=4\ \Omega\,\mu\mathrm m$, giving $56\ \Omega\,\mu\mathrm m$ and 28 nm.

## When one mean free path is not enough

If $\lambda$ depends on energy and scattering is elastic, different energies conduct in parallel. Let $\langle\cdot\rangle_M$ be the average weighted by $M(-\partial f/\partial E)$. Then $R=R_B/g$, with

$$
g=\left\langle\frac{\lambda}{\lambda+L}\right\rangle_M,\quad
g'=-\left\langle\frac{\lambda}{(\lambda+L)^2}\right\rangle_M,\quad
g''=2\left\langle\frac{\lambda}{(\lambda+L)^3}\right\rangle_M .
$$

The Cauchy–Schwarz inequality gives $2g'^2\le gg''$, and so

$$
R''=R_B\,\frac{2g'^2-gg''}{g^3}\le0 .
$$

The curve $R(L)$ is concave or straight. A line through two of its points, extended back to $L=0$, cannot lie below the true $R_B$. As a case, let $\lambda\propto v$, with true $R_B=60\ \Omega\,\mu\mathrm m$ and mode average 30 nm. The resistances become 102.8 and $184.4\ \Omega\,\mu\mathrm m$, from which the two-point method infers $62.1\ \Omega\,\mu\mathrm m$ and 30.4 nm.

The flux equations also ignore the change of the angular distribution along the channel. An angle-resolved calculation with isotropic scattering, at a single carrier speed and with the same true values, leads the two-point method to about $62\ \Omega\,\mu\mathrm m$ and 31 nm. In these two cases, each taken alone, the shift is smaller than the effect of the 2% measurement errors. Isotropic scattering with constant $\tau$ contains both effects at once; the method then infers about $64\ \Omega\,\mu\mathrm m$ and 31 nm, a shift in $R_B$ slightly larger than the $3.5\ \Omega\,\mu\mathrm m$ from those errors. A steeper energy dependence can do more: with $\lambda\propto E$ and the same true values, the method infers about $67\ \Omega\,\mu\mathrm m$ and 32 nm.

Low bias is a condition as well. In the ballistic limit, with the carrier density at the source end held fixed, the ratio $V/I$ rises by 0.2% at 10 mV and by 5.6% at 50 mV. Temperature must also be the same for both devices: at 400 K and unchanged density, $R_B$ would be $65\ \Omega\,\mu\mathrm m$. Phase interference between scattering events is left out.

## Beside a real silicon channel

A density of several $10^{12}\ \mathrm{cm^{-2}}$ and a mobility of a few hundred $\mathrm{cm^2/Vs}$ are roughly typical of silicon inversion layers in the on state. The 30 nm path is on the long side for a strongly scaled silicon transistor, where the mobility is often lower. Real devices can break the assumption of equal $\lambda$, for instance when processing near the source and drain adds scatterers that weigh more in the shorter channel. They also make the series resistance hard to remove, since extrapolation to $L=0$ gives only its sum with $R_B$. The $10\ \Omega\,\mu\mathrm m$ remainder above shows the cost: about 17% in both results. The one-ladder band model is a further simplification. Take a higher ladder of four valleys at a rough 100 meV, two with mass $0.2\,m$ and two with mass $0.9\,m$ in the direction across the channel width. At the same Fermi level, that ladder would carry about 14% of the ballistic conductance. The share depends strongly on the gap, which varies with confinement: at 60 meV it would be about 41%, and higher subbands of the lower ladder can contribute as well. The density and mobility above are therefore values of the one-subband model, not measurements of a real channel. The arithmetic that gives the intercept and slope is unaffected.

## Table of computed values

```
Input lengths: 20, 60 nm
Input resistances: 100, 180 ohm um
Slope: 2.000 ohm um/nm
Ballistic resistance R_B: 60.000 ohm um
Mean free path: 30.000 nm
R_B in Gaussian units: 6.676e-15 s
Mean free path in Gaussian units: 3.00e-06 cm
Transmission, formula: 0.6000, 0.3333
Transmission, flux chain: 0.6000, 0.3333
Flux chain R_B: 60.000 ohm um
Flux chain path (cell 0.1 nm): 30.100 nm
Model: valleys 2, mass 0.2 m, T 300 K
pi hbar/e^2: 12906.40 ohm
Thermal energy kT: 25.85 meV
Modes per width (with valleys): 215.1 per um
Fermi level over kT, eta: 1.018
Fermi level above edge: 26.3 meV
Density at 300 K: 5.729e+12 cm^-2
Density if T=0 formula used: 3.634e+12 cm^-2
R_B from explicit mode sum: 60.010 ohm um
Sheet resistance: 2000 ohm per square
Mobility: 545 cm2/Vs
Scattering time: 61.9 fs
Path/flight length, angle-resolved: 1.5739
pi/2: 1.5708
Flight length for the example: 19.10 nm
Angular model, inferred R_B: 62.05 ohm um
Angular model, inferred path: 30.91 nm
Mesh shift 100 to 200 cells, R_B: -7.3e-03 ohm um
Mesh shift 100 to 200 cells, path: -9.9e-03 nm
Path ~ velocity, R at 20, 60 nm: 102.84, 184.38 ohm um
Path ~ velocity, inferred R_B: 62.06 ohm um
Path ~ velocity, inferred path: 30.44 nm
Assumed error of each resistance: 2 %
Resulting error of R_B: 3.50 ohm um
Resulting error of path: 3.18 nm
Sampled errors: 3.50 ohm um, 3.22 nm
Leftover series resistance: 10 ohm um
  inferred: 70.0 ohm um, 35.0 nm
Both lengths longer by: 2 nm
  inferred: 56.0 ohm um, 28.0 nm
Ballistic R change at 10 mV bias: 0.21 %
Ballistic R change at 50 mV bias: 5.58 %
R_B at 400 K, same density: 65.44 ohm um
Higher ladder: gap 100 meV, heavy mass 0.9 m
  its share of ballistic conductance: 14.4 %
```
